**Block averaging of a first-order autoregressive polarization series**

For a stationary first-order autoregressive series with lag-one correlation $\phi$, the statistical inefficiency is $g=(1+\phi)/(1-\phi)$, which equals 19 for $\phi=0.9$; $g_B$ is its value for blocks of $B$ successive values. The program builds the covariance matrix from the recursion and asserts that it agrees with $\phi^k$ at separation $k$ and with the closed form of $g_B$. It then generates 4,194,304 synthetic values and asserts that the measured block results agree with the formula within 4.5 standard errors. The output shows $g_B$ rising towards 19, and the extrapolation $2g_{256}-g_{128}$ gives 18.73 ± 0.32. For runs of 10,000 values the predicted error of the mean is 0.0436 μC/cm², and 1000 independent runs show a spread of 0.0417 μC/cm², inside the asserted 10% tolerance. Further parts size the effects of inertia, weak friction, a slow component, reversal over a barrier, anharmonicity and quantum motion. They show that a lag-one correlation alone does not fix $g$ when the series is not first-order autoregressive.

## Verification by program

```python
"""
Result under test: a stationary first-order autoregressive series with lag-one
correlation phi has statistical inefficiency g = (1 + phi)/(1 - phi), equal to
19 for phi = 0.9, and block averaging recovers it.
  g_B = B * Var(mean of B successive values) / Var(single value); g = limit B -> inf
  Closed form: g_B = g - 2 phi (1 - phi^B) / (B (1 - phi)^2)
Example: synthetic polarization record in uC/cm2, modelled on strongly damped
Langevin sampling of a ferroelectric hafnia supercell (rough typical values).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.signal import lfilter

phi = 0.9
mean_p, sigma_p = 20.0, 1.0          # uC/cm2
temperature = 300.0                  # K
volume_nm3 = 8.0
mode_thz = 5.0
friction, weak_friction = 200.0, 5.0  # 1/ps
rng = np.random.default_rng(2024)


def g_long(corr):
    return (1 + corr) / (1 - corr)


def g_block(corr, size):
    return g_long(corr) - 2 * corr * (1 - corr**size) / (size * (1 - corr)**2)


def make_series(runs, length):
    """Stationary Gaussian series, one run per row, in uC/cm2."""
    noise = rng.standard_normal((runs, length))
    noise *= sigma_p * np.sqrt(1 - phi**2)
    before = sigma_p * rng.standard_normal((runs, 1))
    series, _ = lfilter([1.0], [1.0, -phi], noise, axis=1, zi=phi * before)
    return series + mean_p


# Covariance from the recursion itself: each row holds the noise weights of P_t.
size_max = 512
weights = np.zeros((size_max, size_max))
weights[0, 0] = sigma_p
for t in range(1, size_max):
    weights[t] = phi * weights[t - 1]
    weights[t, t] = sigma_p * np.sqrt(1 - phi**2)
covariance = weights @ weights.T
lags = np.arange(size_max)
assert np.allclose(np.diag(covariance), sigma_p**2, rtol=1e-11)
assert np.allclose(covariance[0] / sigma_p**2, phi**lags, atol=1e-12)
assert np.allclose(covariance[100, 100:200] / sigma_p**2, phi**lags[:100], atol=1e-12)
for size in (1, 2, 7, 64, 512):
    direct = covariance[:size, :size].sum() / (size * sigma_p**2)
    assert abs(direct - g_block(phi, size)) < 1e-9
correlation_sum = covariance[0, 1:].sum() / sigma_p**2
assert abs(1 + 2 * correlation_sum - g_long(phi)) < 1e-9
assert abs(g_long(phi) - 19) < 1e-12

# Sampling interval that gives phi in the overdamped limit.
omega = 2 * np.pi * mode_thz         # rad/ps
relax_ps = friction / omega**2
interval_ps = -np.log(phi) * relax_ps

print(f"lag-one correlation phi: {phi:.2f}")
print(f"sum of correlations over lags >= 1: {correlation_sum:.4f}")
print(f"statistical inefficiency g: {g_long(phi):.4f}")
print(f"exponential correlation length: {-1/np.log(phi):.3f} intervals")
print(f"mean and spread of polarization: {mean_p:.1f}, {sigma_p:.1f} uC/cm2")
print(f"temperature: {temperature:.0f} K; cell volume: {volume_nm3:.1f} nm^3")
print(f"polar mode: {mode_thz:.1f} THz; friction: {friction:.0f} 1/ps")
print(f"overdamped relaxation time: {relax_ps:.4f} ps")
print(f"saving interval: {interval_ps:.5f} ps")

# Block averaging of one long record; errors come from the spread over segments.
segments = 64
record_length = 2**22
record = make_series(1, record_length)[0]
record_mean, record_var = record.mean(), record.var()
deviation = record - record_mean
measured_phi = np.mean(deviation[1:] * deviation[:-1]) / record_var
assert abs(measured_phi - phi) < 0.002


def block_estimates(size):
    block_means = deviation.reshape(segments, -1, size).mean(axis=2)
    return size * np.mean(block_means**2, axis=1) / record_var


def summary(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


print(f"record: {record_length} values, {record_length*interval_ps/1000:.1f} ns")
print(f"measured lag-one correlation: {measured_phi:.4f}")
print("block length B | blocks | exact g_B | measured g_B | standard error")
for size in (4, 16, 64, 128, 256, 512, 1024):
    value, error = summary(block_estimates(size))
    exact = g_block(phi, size)
    assert abs(value - exact) < 4.5 * error
    print(f"{size:5d} | {record_length//size:7d} | {exact:7.3f} | {value:7.3f} | {error:.3f}")
g_found, g_error = summary(2 * block_estimates(256) - block_estimates(128))
assert g_error < 1.0 and abs(g_found - g_long(phi)) < 4.5 * g_error
assert abs(2 * g_block(phi, 256) - g_block(phi, 128) - g_long(phi)) < 1e-4
print(f"extrapolated g = 2 g_256 - g_128: {g_found:.2f} +/- {g_error:.2f}")

# Error bar of a shorter run, checked on independent runs.
run_length, run_count = 10000, 1000
run_means = make_series(run_count, run_length).mean(axis=1)
spread = run_means.std(ddof=1)
naive_error = sigma_p / np.sqrt(run_length)
true_error = sigma_p * np.sqrt(g_block(phi, run_length) / run_length)
# Relative sampling error of the spread is 1/sqrt(2*1000) = 2.2 percent.
assert abs(spread / true_error - 1) < 0.10
print(f"short run: {run_length} values, {run_length*interval_ps:.1f} ps")
print(f"effective independent values N/g: {run_length/g_long(phi):.1f}")
print(f"error of mean if independence is assumed: {naive_error:.4f} uC/cm2")
print(f"error of mean with correlation: {true_error:.4f} uC/cm2")
print(f"spread of means over {run_count} runs: {spread:.4f} uC/cm2")


# Inertia: correlation function of the full damped oscillator.
def oscillator(gamma):
    drift = np.array([[0.0, 1.0], [-omega**2, -gamma]])
    step = expm(drift * interval_ps)
    total, power = 0.0, np.eye(2)
    for _ in range(3000):
        power = power @ step
        total += power[0, 0]
    return step[0, 0], 1 + 2 * total


strong_lag, strong_g = oscillator(friction)
weak_lag, weak_g = oscillator(weak_friction)
assert abs(strong_g / g_long(phi) - 1) < 0.02
assert g_long(strong_lag) > 1.1 * strong_g
assert weak_g < 1
print(f"with inertia: lag-one {strong_lag:.4f}, g {strong_g:.3f}")
print(f"first-order formula at that lag-one value: {g_long(strong_lag):.2f}")
print(f"friction {weak_friction:.0f} 1/ps: lag-one {weak_lag:.4f}, g {weak_g:.3f}")

# A slow component with a small share of the variance.
slow_share, slow_phi = 0.02, 0.999
k = np.arange(1, 40001)
mixed_corr = (1 - slow_share) * phi**k + slow_share * slow_phi**k
mixed_g = 1 + 2 * mixed_corr.sum()
mixed_formula = (1 - slow_share) * g_long(phi) + slow_share * g_long(slow_phi)
assert abs(mixed_g - mixed_formula) < 1e-6
mixed_256 = 1 + 2 * np.sum((1 - k[:255] / 256) * mixed_corr[:255])
assert mixed_256 < 0.6 * mixed_g
print(f"slow part: variance share {slow_share:.2f}, lag-one {slow_phi:.3f}")
print(f"g with slow part: {mixed_g:.2f}; at B = 256 only {mixed_256:.2f}")

# Quartic double well (energy in kT) with the same mean and harmonic spread.
quadratic = 1 / (2 * sigma_p**2)
quartic = quadratic / mean_p**2
p_grid = np.linspace(0, 2 * mean_p, 40001)
energy = -quadratic * p_grid**2 / 2 + quartic * p_grid**4 / 4
barrier = energy[0] - energy.min()
assert abs(barrier - mean_p**2 / (8 * sigma_p**2)) < 1e-6
boltzmann = np.exp(-(energy - energy.min()))
boltzmann /= boltzmann.sum()
well_mean = np.sum(boltzmann * p_grid)
well_sigma = np.sqrt(np.sum(boltzmann * (p_grid - well_mean)**2))
assert abs(well_sigma / sigma_p - 1) < 0.05
thermal = const.k * temperature
print(f"coherent reversal barrier: {barrier:.1f} kT = {barrier*thermal/const.e:.2f} eV")
print(f"Boltzmann factor of barrier: {np.exp(-barrier):.1e}")
print(f"anharmonic / harmonic spread: {well_sigma/sigma_p:.4f}")

# Quantum motion of the mode: mean energy from an explicit sum over levels.
quantum_ratio = const.h * mode_thz * 1e12 / thermal
levels = np.arange(200)
population = np.exp(-quantum_ratio * levels)
population /= population.sum()
variance_ratio = quantum_ratio * np.sum(population * (levels + 0.5))
assert abs(variance_ratio - quantum_ratio / 2 / np.tanh(quantum_ratio / 2)) < 1e-10
print(f"mode quantum / kT: {quantum_ratio:.3f}")
print(f"quantum / classical spread: {np.sqrt(variance_ratio):.4f}")

# One uC/cm2 is 0.01 C/m2.
susceptibility = volume_nm3 * 1e-27 * (0.01 * sigma_p)**2 / (const.epsilon_0 * thermal)
assert 5 < susceptibility < 60
print(f"susceptibility implied by the fluctuations: {susceptibility:.1f}")
print("tests ok")
```

Printed output:

```
lag-one correlation phi: 0.90
sum of correlations over lags >= 1: 9.0000
statistical inefficiency g: 19.0000
exponential correlation length: 9.491 intervals
mean and spread of polarization: 20.0, 1.0 uC/cm2
temperature: 300 K; cell volume: 8.0 nm^3
polar mode: 5.0 THz; friction: 200 1/ps
overdamped relaxation time: 0.2026 ps
saving interval: 0.02135 ps
record: 4194304 values, 89.6 ns
measured lag-one correlation: 0.9004
block length B | blocks | exact g_B | measured g_B | standard error
    4 | 1048576 |   3.524 |   3.527 | 0.009
   16 |  262144 |   9.835 |   9.853 | 0.032
   64 |   65536 |  16.191 |  16.286 | 0.092
  128 |   32768 |  17.594 |  17.763 | 0.131
  256 |   16384 |  18.297 |  18.245 | 0.204
  512 |    8192 |  18.648 |  18.610 | 0.300
 1024 |    4096 |  18.824 |  19.326 | 0.425
extrapolated g = 2 g_256 - g_128: 18.73 +/- 0.32
short run: 10000 values, 213.5 ps
effective independent values N/g: 526.3
error of mean if independence is assumed: 0.0100 uC/cm2
error of mean with correlation: 0.0436 uC/cm2
spread of means over 1000 runs: 0.0417 uC/cm2
with inertia: lag-one 0.9211, g 18.986
first-order formula at that lag-one value: 24.34
friction 5 1/ps: lag-one 0.7908, g 0.475
slow part: variance share 0.02, lag-one 0.999
g with slow part: 58.60; at B = 256 only 22.64
coherent reversal barrier: 50.0 kT = 1.29 eV
Boltzmann factor of barrier: 1.9e-22
anharmonic / harmonic spread: 1.0098
mode quantum / kT: 0.800
quantum / classical spread: 1.0260
susceptibility implied by the fluctuations: 21.8
tests ok
```
